# Reaction grand energies to second order in the electrode potential, part 2

How does the reaction grand energy $\Delta\Omega$ of an electrode step depend on the potential $U$? Hartree atomic units are used, with $e=1$; potentials are in $E_h/e$, capacitances in $e^2/E_h$.

State $X$ ($A$ reactant, $B$ product) has $N$ electrons, $N_X^0$ when neutral, net charge $q=N_X^0-N$ and free energy $F_X(q)$. The electron chemical potential $\mu$ is measured from the potential zero in the bulk electrolyte, and $U=-\mu$. Lemma 1 gives $F_X'(q)=U$.

(A2): on an interval $I$ containing $q=0$, $F_X$ has four continuous derivatives and $F_X''>0$. (A3): $A$ and $B$ are compared at the same $U$, with the same zero of potential.

$\Omega_X(U)=\min_{q\in I}\,[F_X(q)-Uq]$, with minimizing charge $q_X(U)$; $C_X(U)=dq_X/dU$. The potential of zero charge (PZC) is $U_X=F_X'(0)$. Without argument, $C_X$ and its $U$-derivatives $C_X',C_X''$ are taken at $U_X$. $\Delta F_0=F_B(0)-F_A(0)$, $\Delta U_0=U_B-U_A$, $\Delta C=C_B-C_A$, $u=U-U_A$, $y=U-U_X$. The step takes ions of total charge number $n$ and chemical potential $\mu_{\rm ion}$ from solution; $\Delta\Omega=\Omega_B-\Omega_A+nU-\mu_{\rm ion}$.

$$\frac{d\Delta\Omega}{dU}=n-[q_B(U)-q_A(U)],\qquad \frac{d^2\Delta\Omega}{dU^2}=-[C_B(U)-C_A(U)].\tag{1}$$
$$\Delta\Omega=\Delta F_0-\mu_{\rm ion}+nU-\tfrac12C_B\Delta U_0^2+C_B\Delta U_0\,u-\tfrac12\Delta C\,u^2+R,\tag{2}$$
The remainder $R$ has leading part
$$R_3=-\tfrac16C_B'(u-\Delta U_0)^3+\tfrac16C_A'u^3 .\tag{3}$$
The quadratic form's slope at $U_r$ is
$$n+\bar C\,\Delta U_0-\Delta C\,(U_r-\bar U_0),\qquad \bar C=\tfrac12(C_A+C_B),\quad \bar U_0=\tfrac12(U_A+U_B).\tag{4}$$
Theorem (d), at $U=U_A$:
$$\frac{d\Delta\Omega}{dU}=n+C_B\Delta U_0-\tfrac12C_B'\Delta U_0^2+O(\Delta U_0^3),\qquad \frac{d^2\Delta\Omega}{dU^2}=-(\Delta C-C_B'\Delta U_0)+O(\Delta U_0^2).\tag{5}$$
Its proof expands $C_B(U_A)=C_B-C_B'\Delta U_0+\frac12C_B''\Delta U_0^2+\dots$. Remark 3: $-\Delta C$ therefore generally differs from the exact curvature.

$$\frac{d\Omega_X}{dU}=-q_X(U),\qquad C_X(U)=\frac{1}{F_X''},\qquad \frac{dC_X}{dU}=-\frac{F_X'''}{(F_X'')^3},\tag{6}$$
$$\Omega_X(U)=F_X(0)-\tfrac12C_Xy^2-\tfrac16C_X'y^3+O(y^4).\tag{7}$$

Lemma 4: for one event in $s$ unit cells, $F_X(q)=s\,f(\sigma)+\delta_X(\sigma)+O(1/s)$ is assumed, $\sigma=q/s$. With $c=1/f''(0)$, $c'=-f'''(0)/f''(0)^3$, $\Delta\delta=\delta_B-\delta_A$ and its primes $\sigma$-derivatives at $\sigma=0$, as $s\to\infty$,
$$\Delta U_0\simeq\frac{\Delta\delta'}{s},\quad C_B\Delta U_0\to c\,\Delta\delta',\quad \tfrac12C_B\Delta U_0^2\simeq\frac{c\,\Delta\delta'^2}{2s},\quad \Delta C\to-c^2\Delta\delta'',\quad C_B'\Delta U_0\to c'\Delta\delta' .$$

For relaxation, $R$ instead denotes nuclear coordinates, $g=\partial q/\partial R$ and $K=\partial^2\Omega/\partial R\,\partial R$ at fixed $U$. At the stationary point $R^*(U)$, $\Omega^*(U)=\Omega(U,R^*(U))$ obeys
$$\frac{d\Omega^*}{dU}=-q(U,R^*),\qquad -\frac{d^2\Omega^*}{dU^2}=C_{\rm frozen}+g^{T}K^{-1}g .\tag{8}$$

## A model worked through

The example is a spin-restricted mean-field Newns–Anderson electrode with round parameters that represent no particular material. The metal has $M=100$ equally spaced levels per unit cell, spread over $W=0.2\,E_h$ about the centre $E_c=-0.17\,E_h$, and is neutral at half filling. The adsorbate has one orbital, a core charge $+1$ and a charging energy $U_a=0.1\,E_h$, and couples to each level with $V/\sqrt M$. The temperature is $kT=0.001\,E_h$.

The metal charge $q_m$ lies at $z=0$, the plane-averaged adsorbate charge $q_a$ at $z=xd$, and the counter-charge $-q=-(q_m+q_a)$ at $z=d$. Gauss's law gives the field $4\pi q_m/\varepsilon\mathcal A$ over the length $xd$ and $4\pi q/\varepsilon\mathcal A$ over $(1-x)d$. With the energy density $\varepsilon\mathcal E^2/8\pi$, the first region holds $2\pi q_m^2xd/\varepsilon\mathcal A=xq_m^2/2C_H$, where $C_H=\varepsilon\mathcal A/4\pi d$, and the second holds $(1-x)q^2/2C_H$. A cubic term is added as a model of a gap that widens with positive metal charge, so that the clean surface has $c'\ne0$:
$$E_{\rm es}=\frac{xq_m^2+(1-x)q^2}{2C_H}+\frac{q_m^3}{6C_HQ}+\tfrac12U_aq_a^2 .$$
The cubic term is unbounded below for large negative $q_m$, so the model is used only for $|q_m|$ well below $Q$. For $\mathcal A=400$ bohr$^2$, $d=6$ bohr and $\varepsilon=6$, $C_H=2400/24\pi=31.83\,e^2/E_h$, or $16.7\ \mu$F/cm$^2$, and $Q=0.02\times400=8\,e$. The potentials $\phi=\partial E_{\rm es}/\partial q$ on the two parts are
$$\phi_m=\frac{xq_m+(1-x)q}{C_H}+\frac{q_m^2}{2C_HQ},\qquad \phi_a=\frac{(1-x)q}{C_H}+U_aq_a .$$
Adding an electron lowers $q$ by one, so $h=h_0-\phi_mP_m-\phi_aP_a$ with projectors $P_m+P_a=1$. This equals $h_0+wP_a-\phi_m$ with $w=\phi_m-\phi_a$. The matrix $h_0+wP_a$ is diagonalized, its Fermi level is $m=\mu+\phi_m$, and so $U=\phi_m-m$. State $A$ has $x=0.5$, level $E_c+0.05$ and $V=0.03$; state $B$ has $x=0.25$, level $E_c-0.04$ and $V=0.05$, all energies in $E_h$; the step has $n=0$.

The model is solved in two ways. Fixed-charge solutions give $F_X(q)$, from which $C_X$ and $C_X'$ follow by finite differences through (6). Fixed-potential solutions give $\Omega_X(U)$ directly, called exact below in the sense of exact for the model. The program and its output follow this text.

*The lemmas.* For $A$ at $q=0.3\,e$ the difference quotient of $F$ is $0.1732022$ and $-\mu=0.1732021\ E_h/e$, which tests Lemma 1. At $U=U_A+0.01$ a numerical minimization of $F_A(q)-Uq$ and the fixed-potential solution both give $-22.16093977\,E_h$. The program also asserts that the even and odd parts of $\Omega_X$ about each PZC reproduce $C_X$ and $C_X'$, and confirms (7) for a cubic $F$ and the algebra of (2) and (4) symbolically.

*The coefficients.* The neutral states have

| state | $U_X$ | $q_a$ | $C_X$ | $C_X'$ |
|---|---|---|---|---|
| $A$ | 0.164261 | 0.3604 | 34.040 | −112.6 |
| $B$ | 0.172261 | −0.2466 | 30.465 | −92.6 |

in atomic units. The clean surface has its PZC at $0.170000$. The shifts follow from $U=\phi_m-m$ with $q=0$, $q_m=-q_a$. For $A$, $\phi_m=-0.5\times0.3604/31.83+0.3604^2/(2\times31.83\times8)=-0.00566+0.00026=-0.00541$, out of a total shift of $0.164261-0.170000=-0.00574$. For $B$, $\phi_m=0.00194+0.00012=0.00206$ out of $0.00226$. The rest is in each case $-(m-E_c)$, the displacement of the Fermi level within the band. Here the positive adsorbate of $A$ lowers the PZC and the negative one of $B$ raises it, following the dipole term $-xq_a/C_H$. This is not a general rule: the cubic term adds $+q_a^2/2C_HQ$ for either sign of charge, so a strongly positive adsorbate at very small $x$ can raise the PZC in this model, and for real adsorbates the sign also depends on the rearrangement of the substrate charge, which the model does not describe.

The differences are $\Delta U_0=0.008000\,E_h/e=0.218$ V, $\Delta C=-3.575\,e^2/E_h=-0.131\,e/$V and $\Delta F_0=-0.1164290\,E_h=-3.17$ eV. The model contains no core repulsion or solvation energy, so $\Delta F_0$ is only an offset and its size has no chemical meaning. Then $C_B\Delta U_0=30.465\times0.008000=0.2437\,e$, $\frac12C_B\Delta U_0^2=\frac12\times0.2437\times0.008000=0.000975\,E_h$, and (2) reads
$$\Delta\Omega\simeq-0.1174040+0.24373\,u+\tfrac12(3.5748)\,u^2 .$$
At $u=0.01$ ($0.272$ V) this is $-0.1174040+0.0024373+0.0001787=-0.114788$. The cubic term is $R_3=92.57\times0.002^3/6-112.64\times0.01^3/6=1\times10^{-7}-1.88\times10^{-5}=-1.87\times10^{-5}$, which brings the sum to $-0.1148066$, against the exact $-0.1148061$. Over the range, in $E_h$:

| $u$ | exact | quadratic | with $R_3$ |
|---|---|---|---|
| −0.010 | −0.1197381 | −0.1196626 | −0.1197338 |
| −0.005 | −0.1186108 | −0.1185780 | −0.1186095 |
| 0 | −0.1174121 | −0.1174040 | −0.1174119 |
| 0.005 | −0.1161434 | −0.1161407 | −0.1161434 |
| 0.010 | −0.1148061 | −0.1147879 | −0.1148066 |
| 0.015 | −0.1134016 | −0.1133459 | −0.1134039 |
| 0.020 | −0.1119311 | −0.1118144 | −0.1119379 |

Seven digits are shown only so that the remainders can be read. The error of the quadratic form is $7.6\times10^{-5}$ at $u=-0.01$, $1.8\times10^{-5}$ at $u=0.01$ and $1.17\times10^{-4}$ at $u=0.02$, which is $3.2\%$, $0.7\%$ and $2.1\%$ of the exact change of $\Delta\Omega$ from $u=0$. The error is not smallest at $u=0$ but, among the tabulated points, at $u=0.005$. Equation (3) accounts for this: between the two PZCs both distances are short, and $R_3=92.57\times(-0.003)^3/6-112.64\times0.005^3/6=-2.8\times10^{-6}$, matching the tabulated $-2.7\times10^{-6}$. The program asserts at every point that what remains after $R_3$ is below $15\%$ of the summed magnitudes of its two terms.

*Slope and curvature at $U_A$.* The difference quotient of $\Delta\Omega$ is $0.24678\,e$ and $-q_B(U_A)=0.24679\,e$. The fixed-charge road gives $C_B(U_A)=31.2404$, so $-[C_B(U_A)-C_A]=34.0397-31.2404=2.7993$, and the second difference of $\Delta\Omega$ is $2.7994\,e^2/E_h$. These two comparisons test (1). With $C_B'\Delta U_0=-0.7406$, equation (5) gives the slope $0.24373+\frac12\times0.7406\times0.008=0.24669$ and the curvature $3.5748-0.7406=2.8342$. The leading slope $0.24373$ is low by $1.2\%$ of the exact value, whereas $-\Delta C=3.575$ exceeds the exact curvature by $28\%$ of it. The two residues of (5) are consistent with one next-order term: the curvature residue $2.8342-2.7994=0.035$ is, up to higher orders, the term $\frac12C_B''\Delta U_0^2$ in the proof of (d), and the slope residue should then be $\frac16C_B''\Delta U_0^3=0.035\times0.008/3=0.00009$, against $0.24679-0.24669=0.00010$.

*Another reference.* At $U_r=U_A+0.015$, $\bar C\Delta U_0=0.25803$ and $-\Delta C(U_r-\bar U_0)=3.5748\times(0.015-0.004)=0.03932$. The derivative of $R_3$ adds $\frac12\times92.57\times0.007^2-\frac12\times112.64\times0.015^2=-0.01040$. The sum $0.28695$ lies $0.0006$ below the exact slope $0.28754\,e$, and the program asserts that omitting the $\Delta C$ term misses by more than $0.01$.

*No PZC shift.* Put both adsorbate levels at $E_c$ and keep $x$ and $V$. Reflecting the metal levels about $E_c$ and reversing the sign of the adsorbate orbital maps $h_0-E_c$ to its negative, so with $w=0$ and $m=E_c$ every orbital pair is half filled on average, $q_a=q_m=0$, all potentials vanish, and both PZCs equal $-E_c$. The computed slope at the common PZC is zero to the printed five decimals, and the curvature $1.5881$ equals $-\Delta C=1.5881\,e^2/E_h$, as (5) requires for $\Delta U_0=0$.

*A Faradaic step.* For the clean surface going to $B$, the core arrives as an ion with $n=1$ and no electrons. The slope of $F-\mu N$, computed with absolute electron numbers, is $1.06912\,e$ at the clean PZC. The prediction is $1+30.465\times0.002261=1.0689$ at leading order, and the term $\frac12\times92.57\times0.002261^2=0.00024$ raises the printed $1.06889$ to $1.06913$.

*Cell size.* In a cell $s$ times larger, $C_H$ and $Q$ scale with $s$, each metal level is $s$-fold degenerate, and the adsorbate couples to one combination per level.

| $s$ | $\Delta U_0$ | $C_B\Delta U_0$ | $\Delta C$ | $C_B'\Delta U_0$ | curvature |
|---|---|---|---|---|---|
| 1 | 0.008000 | 0.2437 | −3.575 | −0.741 | 2.799 |
| 4 | 0.002180 | 0.2679 | −3.930 | −0.951 | 2.966 |
| 16 | 0.000558 | 0.2751 | −4.026 | −1.015 | 3.008 |
| 32 | 0.000280 | 0.2763 | −4.043 | −1.026 | 3.015 |

From $s=16$ to $32$, $\Delta U_0$ halves, $C_B$ doubles from $493.05$ to $986.59$, the constant $\frac12C_B\Delta U_0^2$ halves from $7.67\times10^{-5}$ to $3.87\times10^{-5}\,E_h$, and the other columns settle; the program asserts the ratios of Lemma 4 to within $4\%$. At $s=32$, $-(\Delta C-C_B'\Delta U_0)=4.0425-1.0260=3.0165$ against the exact curvature $3.0148$, while $-\Delta C$ alone is too large by $34\%$ of the exact value. In this model the relative discrepancy of Remark 3 thus grows with cell size, from $28\%$ at $s=1$ to $34\%$ at $s=32$. Its size is set by the chosen $Q$ and is not a typical value for real electrodes: with $dN/dm\approx2M/W=1000$ the clean surface has $c=1/(1/31.83+1/1000)=30.85$ and $c'=-c^3/C_HQ=-115$, and without the cubic term $c'$ vanishes by the symmetry of the band, so that by Lemma 4 the discrepancy disappears in the dilute limit. The smallest cell also underestimates the leading slope coefficient $C_B\Delta U_0$, $0.2437$ against $0.2763$ at $s=32$, a shortfall of $12\%$ of the latter.

*Relaxation.* A dimensionless coordinate is added to $A$ through the energy $-\lambda Rq_a+\frac12kR^2$ with $\lambda=0.05\,E_h$, at $U=U_A$. For $k=0.05\,E_h$ the stationary point is a minimum at $R=0.5563$ with $g=0.1600\,e$ and $K=0.03350\,E_h$, so $g^2/K=0.764$, and $34.2252+0.7644=34.9896$ is the relaxed capacitance found by re-optimizing $R$ at each potential. For $k=-0.05\,E_h$ the mode is unstable, with $R=-0.2621$, $g=0.1875\,e$, $K=-0.06897\,E_h$ and $g^2/K=-0.51$, and $33.9084-0.5095=33.3989$ is again the relaxed value. The relaxed states carry $q=0.0956\,e$ and $-0.0484\,e$ at the old $U_A$, so relaxation has moved the PZC as well as the capacitance.

## Where the assumptions fail

Discrete levels near the Fermi energy, as for a molecule, a gapped slab or a coarse sampling of the Brillouin zone with little smearing, do not by themselves violate (A2) at finite $T$, where the occupations are smooth, but when the spacing is large compared with $kT$, $C$ changes steeply as the Fermi level passes from a gap to a level. In the middle of the gap both $C$ and $|dC/dU|$ can be tiny, so a small $C'$ at the PZC does not by itself guarantee a wide useful range. For the clean surface of the model, differentiating $U=\phi_m-m$ with $dq=-dN$ gives $1/C=d\phi_m/dq+1/(dN/dm)$. While $m$ is pinned to a partly filled level, $C$ approaches the electrostatic value provided that $dN/dm$, which is at most $1/(2kT)$ for a single twofold level, is large compared with that value; while $m$ crosses a gap, $dN/dm$ falls exponentially with the ratio of the gap to $kT$, and $C$ is close to zero once $dN/dm$ is small compared with the electrostatic value. No single capacitance describes a range of $U$ that contains both. At $T=0$, $F'$ jumps by the gap wherever a level is just filled, and (A2) fails there. Assumption (A2) also fails when $F''$ changes sign, as in a charge-driven reconstruction or a sudden change of the adsorbate's charge state; the global minimum over $q$ then jumps between branches and $\Omega$ has a kink. Where (A2) holds, the useful range of the single-state series (7) is set by $|C'y/3C|\ll1$ and the corresponding ratios of higher derivatives; the identification of the reaction curvature with $-\Delta C$ is a stricter demand. Differentiating (2) and (3) twice gives the curvature $-\Delta C+C_B'\Delta U_0-(C_B'-C_A')u$ to this order, so both $|C_B'\Delta U_0|$ and $|(C_B'-C_A')u|$ should be small compared with $|\Delta C|$. For state $A$ at $y=0.02$ the single-state ratio $|C'y/3C|$ is only $112.64\times0.02/(3\times34.04)=0.022$, whereas at $u=0.02$ the two curvature ratios are $0.7406/3.5748=0.21$ and $(112.64-92.57)\times0.02/3.5748=0.11$. The model has no diffuse layer. When a diffuse layer controls the capacitance, the ionic populations follow Boltzmann factors in the potential, the scale of variation of $C$ is a few $kT/e$, and the range shrinks accordingly even if $C'$ vanishes at the PZC, as it does by symmetry in the Gouy–Chapman model of a symmetric salt. Assumption (A3) fails when the charged cell has no region that defines a common zero of potential, as with a uniform compensating background and no electrolyte. The PZCs belong to the neutral cells and can still be compared if those cells contain a field-free vacuum region, but the potentials and capacitances of the charged cells are undefined until an alignment is supplied. The exact relations (1) need only two derivatives and remain valid on each smooth branch of $\Omega_A$ and $\Omega_B$, however strongly the capacitances vary along it.

## Values computed for the example and the checks

```
metal: M=100 levels, width 0.2 Eh, centre -0.17 Eh, kT=0.001 Eh, U_a=0.1 Eh
gap: area 400.0 bohr^2, d=6.0 bohr, eps=6.0, Q/area=0.02 e/bohr^2
C_H=31.8310 e^2/Eh = 16.73 uF/cm^2, Q=8.00 e
state A: x=0.5, level-Ec=0.05 Eh, coupling=0.03 Eh, core=1 e
state B: x=0.25, level-Ec=-0.04 Eh, coupling=0.05 Eh, core=1 e
A, q=0.3 e: dF/dq=0.1732022, -mu=0.1732021 Eh/e
A, U=U_A+0.01: min(F-Uq)=-22.16093977, direct=-22.16093977 Eh
A: F0=-22.1592561 Eh, PZC=0.164261 Eh/e = 4.4698 V, q_ads=0.3604 e
A: C=34.0397 e^2/Eh = 17.89 uF/cm^2, dC/dU=-112.64 e^3/Eh^2
B: F0=-22.2756851 Eh, PZC=0.172261 Eh/e = 4.6875 V, q_ads=-0.2466 e
B: C=30.4650 e^2/Eh = 16.01 uF/cm^2, dC/dU=-92.57 e^3/Eh^2
dF0=-0.1164290 Eh = -3.1682 eV; dU0=0.008000 Eh/e = 0.2177 V
C_B dU0^2/2=0.0009750 Eh; constant term=-0.1174040 Eh
linear C_B dU0=0.24373 e; dC=-3.5748 e^2/Eh = -0.1314 e/V
at U_A: slope=0.24678, -q_B=0.24679, with C1 term=0.24669 e
at U_A: C_B(U_A)=31.2404, C1_B dU0=-0.7406 e^2/Eh
at U_A: curvature=2.7994, -dC=3.5748, -(dC-C1_B dU0)=2.8342 e^2/Eh
u (Eh/e), u (V): dOmega exact, quadratic, quadratic+R3 (Eh); exact (eV)
-0.010 -0.272: -0.1197381 -0.1196626 -0.1197338; -3.2582
-0.005 -0.136: -0.1186108 -0.1185780 -0.1186095; -3.2276
+0.000 +0.000: -0.1174121 -0.1174040 -0.1174119; -3.1949
+0.005 +0.136: -0.1161434 -0.1161407 -0.1161434; -3.1604
+0.010 +0.272: -0.1148061 -0.1147879 -0.1148066; -3.1240
+0.015 +0.408: -0.1134016 -0.1133459 -0.1134039; -3.0858
+0.020 +0.544: -0.1119311 -0.1118144 -0.1119379; -3.0458
U_r=U_A+0.015: slope=0.28754; PZC part=0.25803, dC part=0.03932, cubic=-0.01040 e
control (A, B with level-Ec=0): |dU0|=0.000000 Eh/e, |slope|=0.00000 e
control: curvature=1.5881, -dC=1.5881 e^2/Eh
bare->B: PZC bare=0.170000, shift=0.002261 Eh/e, n=1
bare->B: slope=1.06912, n+C_B dU0=1.06889 e
s: dU0 (Eh/e), C_B, C_B dU0 (e), C_B dU0^2/2 (Eh), dC, C1_B dU0, -curvature (e^2/Eh)
1: 0.008000 30.46 0.24373 0.0009750 -3.5748 -0.7406 -2.7994
4: 0.002180 122.91 0.26789 0.0002919 -3.9295 -0.9512 -2.9664
16: 0.000558 493.05 0.27507 0.0000767 -4.0261 -1.0149 -3.0080
32: 0.000280 986.59 0.27632 0.0000387 -4.0425 -1.0260 -3.0148
relaxation of A at U_A: coupling 0.05 Eh, R dimensionless
k=0.05 Eh: R=0.5563, q=0.0956 e, g=0.1600 e, K=0.03350 Eh
k=0.05 Eh: C frozen=34.2252, relaxed=34.9896, g^2/K=0.7644 e^2/Eh
k=-0.05 Eh: R=-0.2621, q=-0.0484 e, g=0.1875 e, K=-0.06897 Eh
k=-0.05 Eh: C frozen=33.9084, relaxed=33.3989, g^2/K=-0.5095 e^2/Eh
```
